# Why Graphene's Raman G Peak Grows When 2E_F Nears the Laser Energy

Static Placzek theory takes the Raman amplitude from the change of the static polarizability when the ions move. For the G peak of graphene this fails in two ways. In the model below, with the occupations held fixed in $\mathbf k$, the interband part of that derivative diverges as the doping goes to zero. Over the doping range considered here it only decreases: from 0.725 to 0.283 $e^2$/eV when the Fermi energy $E_F$, measured from the Dirac point, goes from 0.30 to 0.75 eV. Its square falls to $(0.283/0.725)^2\approx0.15$ of the starting value. With a 1.6 eV laser, the dynamic calculation on the same bands gives an intensity that rises nearly sevenfold over this range. The missing ingredient is the phase of each electronic pathway relative to the laser.

## The model and its pathways

Take nearest-neighbour $\pi$ bands at zero temperature, without electron interactions. Set $\hbar=e=1$ and the bond length to 1. With unit bond vectors $\mathbf d_j$,

$$H=\begin{pmatrix}0&f\\f^*&0\end{pmatrix},\qquad f=t\sum_{j=1}^3(1+\boldsymbol\eta\cdot\mathbf d_j)\,e^{i\mathbf k\cdot\mathbf d_j}.$$

The scaled relative displacement $\boldsymbol\eta$ of the two sublattices changes only the hoppings; motion of the orbital centres is neglected. The bands are $\pm|f|$, and a vertical pair has transition energy $\varepsilon=2|f|$. Light enters through $\mathbf k\to\mathbf k+\mathbf A$. Photon $L$ is absorbed, photon $s$ and phonon $p$ are emitted, so the absorbed energies are $w_L=\omega_L$, $w_s=-\omega_s$, $w_p=-\Omega$, with sum zero.

Each vertex is a derivative of $H$, with off-diagonal element $o$, the same derivative of $f$. Let $\tilde o=o\,e^{-i\arg f}=o'+io''$. In the eigenstates $(\pm e^{i\arg f},1)/\sqrt2$, the upper state $c$ and lower state $v$ give

$$O_{cc}=-O_{vv}=o',\qquad O_{cv}=io''=-O_{vc}.$$

Third-order perturbation theory for an electron starting in $v$ contains sequences that stay in $v$ during one vertex $b$. With $b$ first or last, and $a$, $c$ making the upward and downward transitions, their energy factors add to

$$\frac1{w_b}\left[\frac1{-w_c-\varepsilon}-\frac1{w_a-\varepsilon}\right]=\frac{(w_a+w_c)/w_b}{(w_a-\varepsilon)(-w_c-\varepsilon)}=\frac{-1}{(w_a-\varepsilon)(-w_c-\varepsilon)},$$

because $w_a+w_c=-w_b$. They therefore replace the middle element $b_{cc}$ by $b_{cc}-b_{vv}=2b'$. Sequences that never leave $v$ cancel because the three energies sum to zero. Adding the vertices of second and third order in the fields gives the pair amplitude

$$r=\sum_{abc}\frac{2a''b'c''}{(w_a-\varepsilon)(-w_c-\varepsilon)}+\sum_a a''(bc)''\left[\frac1{w_a-\varepsilon}+\frac1{-w_a-\varepsilon}\right]-(Lsp)'.$$

The first sum runs over six orderings. In the second, $(bc)$ is the mixed derivative for the other two fields. At one wave vector, for two polarizations and both starting states, this expression was tested against a mixed third derivative of the quasienergies of the periodically driven pair; the largest relative error was 0.2%.

For an electron starting in $c$, replace $\varepsilon$ by $-\varepsilon$ and reverse the signs of $b'$ and $(Lsp)'$. The first denominator becomes

$$(w_a+\varepsilon)(-w_c+\varepsilon)=(-w_a-\varepsilon)(w_c-\varepsilon),$$

which is the original one with $a$ and $c$ exchanged. The first sum thus changes sign, and so do the bracket and the last term. The two electrons of a doubly filled pair cancel. An empty pair gives nothing either. Hence

$$R(E_F)=2\int_{|f|>E_F}\frac{d^2k}{(2\pi)^2}\,r(\mathbf k),$$

where 2 counts spin. I use $R=(R_{yy}-R_{xx})/2$ for $\boldsymbol\eta$ along $y$, the bond direction $\mathbf d_1$. At fixed laser and phonon energies the G intensity is proportional to $|R|^2$. Damping is included by $\varepsilon\to\varepsilon-i\gamma$, with $\gamma$ independent of doping. This is a phenomenological rule. It also damps the off-resonant denominators and does not preserve the cancellation at zero frequency. For $t=3$ eV, $\gamma=0.05$ eV and $\Omega=0$, it leaves the neutral amplitude with an imaginary part of $-0.04$ eV as $\omega\to0$. At $\omega=1.5$ eV it gives $-0.77$ eV, where $\omega\to\omega+i\gamma$ gives $-0.79$ eV. The last digit of the damped amplitudes below depends on this choice.

## Why the Dirac cone alone is not enough

The most resonant ordering is photon in, phonon, photon out. With $z_{L,s}=\omega_{L,s}+i\gamma$ it contributes

$$\frac{2L''p's''}{(\varepsilon-z_L)(\varepsilon-z_s)}.$$

In an isotropic cone $p'$ varies as $\cos\theta$, while the difference between $yy$ and $xx$ varies as $\cos2\theta$. Their angular average is zero. Two corrections of first order in the distance from the Dirac point make it finite: the three-fold trigonal warping of the bands and the momentum dependence of the phonon coupling.

To calculate it, write vectors as complex numbers, $q=q_x+iq_y$. At the Dirac point $\mathbf K=(4\pi/3\sqrt3,0)$ one has $e^{i\mathbf K\cdot\mathbf d_j}=id_j^*$. Use $\mathbf q\cdot\mathbf d_j=(qd_j^*+q^*d_j)/2$, $\sum d_j=\sum d_j^2=0$ and $d_j^{*3}=i$. With $v=3t/2$ and $\boldsymbol\eta=h\hat y$, so that $\eta=ih$, expansion gives $f=-vF$ and

$$F=q^*-\frac{q^2}{4}-i\eta^*+\frac i2\eta q=q^*-\frac{q^2}{4}-h\left(1+\frac q2\right).$$

Put $q=\rho e^{i\theta}$. At $h=0$, $e^{-i\arg F}=e^{i\theta}(1+\tfrac{i\rho}{4}\sin3\theta)$ to first order in $\rho$. The derivatives are $\partial_xF=1-q/2$, $\partial_yF=-i(1+q/2)$ and $\partial_hF=-(1+q/2)$. In units of $v$, the interband velocities are

$$X=\sin\theta-\tfrac\rho2\sin2\theta+\tfrac\rho4\sin3\theta\cos\theta,$$
$$Y=-\cos\theta-\tfrac\rho2\cos2\theta+\tfrac\rho4\sin3\theta\sin\theta.$$

Squaring to first order in $\rho$,

$$Y^2-X^2=\cos2\theta+\rho\cos\theta-\tfrac\rho2\sin3\theta\sin2\theta,$$
$$2p'/v=-2\left[\cos\theta+\tfrac\rho2\cos2\theta-\tfrac\rho4\sin3\theta\sin\theta\right].$$

At constant $\kappa=|F|$, $\rho=\kappa(1+\tfrac\kappa4\cos3\theta)$ and $\rho\,d\rho=\kappa(1+\tfrac{3\kappa}4\cos3\theta)d\kappa$. The angular average of $\tfrac12(Y^2-X^2)(2p'/v)$, including this measure correction, is

$$-\kappa\left[\frac3{16}+\left(\frac12-\frac18\right)+\left(\frac14-\frac1{16}\right)\right]=-\frac{3\kappa}4.$$

The terms come from the measure, the correction to $Y^2-X^2$, and the correction to $p'$, in that order. The other valley contributes equally: under $\mathbf k\to-\mathbf k$ the signs cancel in pairs. With four spin and valley copies and $\kappa=\varepsilon/2v$, the resonant weight per transition energy is

$$N(\varepsilon)=4v^3\,\frac{\kappa}{2\pi}\left(-\frac{3\kappa}{4}\right)\frac1{2v}=-\frac{3\varepsilon^2}{16\pi}.$$

This is the leading low-energy result. At 1.5 eV it gives $-0.134$ eV², against $-0.138$ eV² from the full bands at $t=3$ eV.

## Opposite phases around the laser energy

Let $\bar\omega=(\omega_L+\omega_s)/2$ and $\delta=\varepsilon-\bar\omega$. The resonant factor is

$$\frac1{(\delta-\Omega/2-i\gamma)(\delta+\Omega/2-i\gamma)}=\frac1{\delta^2-\Omega^2/4-\gamma^2-2i\gamma\delta}.$$

Its imaginary part has the sign of $\delta$. Since $N$ keeps one sign, pathways below and above $\bar\omega$ have opposite imaginary parts. This is the destructive interference.

Blocking removes energies below $x=2E_F$. If $N$ is held at $N(\bar\omega)$, partial fractions with $z_L-z_s=\Omega$ give

$$R_{\rm res}(x)=\frac{N(\bar\omega)}\Omega\int_x^\infty d\varepsilon\left[\frac1{\varepsilon-z_L}-\frac1{\varepsilon-z_s}\right]=\frac{N(\bar\omega)}\Omega\left[\ln(x-z_s)-\ln(x-z_L)\right].$$

At $x=\bar\omega$ the two arguments have equal moduli and phases $-\alpha$ and $-\pi+\alpha$, where $\alpha=\arctan(2\gamma/\Omega)$. Thus

$$R_{\rm res}(\bar\omega)=\frac{2iN(\bar\omega)}\Omega\arctan\frac{\Omega}{2\gamma}.$$

Far from resonance, $|x-\bar\omega|\gg\Omega,\gamma$, the bracket becomes $\Omega/(x-\bar\omega)$. On the low side it is small because both groups are present; on the high side it is small because both are blocked. The enhancement is therefore a peak in doping.

When $\Omega\ll\gamma$, the midpoint value tends to $iN/\gamma$. When $\gamma\ll\Omega$, it tends to $i\pi N/\Omega$, but at $x=\omega_s$ and $x=\omega_L$ the magnitude of the bracket grows as $\ln(\Omega/\gamma)$. For sufficiently small damping this leading formula therefore has two maxima.

## What remains in neutral graphene

The cancellation is incomplete because $N$ varies with energy and because the less resonant terms contribute. The remainder can be found for $\Omega\to0$ and low frequency, where $R$ is the $h$-derivative of the current response. Set $Q=q-h$. To the order needed,

$$F=Q^*-\frac{Q^2}4-hQ.$$

For neutral graphene the shift of origin does not matter. What matters is the strained cone $Q^*-hQ=(1-h)Q_x-i(1+h)Q_y$.

For an unstrained cone, the imaginary part of the current response $K_{ii}$ is

$$-\pi\,\frac4{4\pi^2}\int q\,dq\,d\theta\;v^2\sin^2\theta\;\delta(2vq-\omega)=-\frac\omega4.$$

A static uniform $\mathbf A$ only shifts $\mathbf k$, so $K_{ii}$ vanishes at zero frequency. The causal response is analytic in the upper half-plane and its real part is even in $\omega$, so its linear term is purely imaginary: $K_{ii}\to-i\omega/4$.

Rescaling $Q_x$ and $Q_y$ to restore an isotropic cone multiplies $K_{yy}$ by $(1+h)^2/[(1+h)(1-h)]\approx1+2h$, and $K_{xx}$ by $1-2h$. Therefore

$$R\to\frac12(2+2)\left(-\frac{i\omega}4\right)=-\frac{i\omega}2.$$

A zone integration at imaginary frequency that resolves the Dirac point gives 0.999 times this value at $\omega=0.2i$ eV and 1.000 at $0.02i$ eV. A uniform $600\times600$ mesh extrapolated from $0.2i$ and $0.4i$ eV gives 1.011; most of that excess is mesh error.

## Reading a computed doping curve

Take round parameters: $t=3$ eV, $\omega_L=1.6$ eV, $\Omega=0.2$ eV and $\gamma=0.05$ eV. Then $\omega_s=1.4$ eV and $\bar\omega=1.5$ eV. All terms of $r$ and the full bands are retained. Dividing the neutral amplitude at $\bar\omega$ gives

$$R_{\rm below}=0.567+1.197i\ \text{eV},\qquad R_{\rm above}=-0.549-1.950i\ \text{eV}.$$

Their sum is $0.018-0.753i$ eV, close to the low-frequency estimate $-i\bar\omega/2=-0.75i$ eV. The cosine of the phase angle between the two parts is $-0.986$: they are nearly opposite.

At $E_F=0.75$ eV the lower group is blocked. The amplitude grows in magnitude from 0.753 to 2.025 eV, although fewer pathways contribute, and the intensity ratio is

$$\left(\frac{2.025}{0.753}\right)^2\approx7.2.$$

The intensity relative to neutral graphene is 1.16 at $E_F=0.60$ eV, 3.9 at 0.70 eV, 7.2 at 0.80 eV and 1.4 at 0.90 eV. At 1.20 eV it has fallen to 0.09, since the resonant upper group is blocked too.

The largest sampled value, 8.0, occurs at $2E_F=1.56$ eV, between the scattered and incident photon energies. For these parameters the magnitude of the logarithmic formula with constant $N$ has a single maximum, at 1.50 eV, so the displacement comes from terms it omits.

At the midpoint that formula gives

$$\frac{2i(-0.1343)}{0.2}\arctan2\approx-1.49i\ \text{eV},$$

compared with the full $-0.549-1.950i$ eV. A sharper comparison subtracts from the midpoint amplitude the mean of its values at $2E_F=1.0$ and 2.0 eV, which removes any background linear in $2E_F$. The result is $-0.272-1.514i$ eV in full and $-1.459i$ eV from the logarithm. The difference is about 18% of the magnitude of the full contrast.

## Which Placzek theory fails

The static interband derivative uses the weight $(Y^2-X^2)v^2/\varepsilon^3$, with no laser energy in it. Its low-doping form follows from the same shifted and strained cone.

The shift contributes the integral of $-\partial_{Q_x}$ of this weight outside the Fermi contour, which is a contour integral. With $\kappa=E_F/v$ and a factor $1/v$ set aside, it is

$$\frac1{8\kappa^3}\oint(Y^2-X^2)\,d(\rho\sin\theta)=\frac{2\pi\kappa^2}{8\kappa^3}\left[\frac1{16}-\frac3{16}+\frac38\right]=\frac{\pi}{16\kappa}.$$

For the strain, $|F|=\rho(1-h\cos2\theta)$ and $Y^2-X^2=\cos2\theta+2h-2h\sin^22\theta$. The angular average of the $h$-derivative of $(Y^2-X^2)/|F|^3$ is $(2-1+3/2)/\rho^3=5/(2\rho^3)$, which contributes

$$2\pi\int_\kappa^\infty\rho\,d\rho\,\frac5{16\rho^3}=\frac{5\pi}{8\kappa}.$$

Adding the two and restoring $4/(4\pi^2v)$ gives

$$\frac1{\pi^2v}\,\frac{11\pi}{16\kappa}=\frac{11}{16\pi E_F}.$$

This explains both the divergence in neutral graphene and the smooth decrease with doping. The Drude response of the doped metal is a separate contribution and is not included here.

Making the polarizability dynamic restores the interference, provided the occupations are treated correctly. For $\Omega\to0$, fixed occupations in $\mathbf k$ give the leading edge term

$$\int_x^\infty\frac{N\,d\varepsilon}{(\varepsilon-z)^2}=\frac N{x-z},\qquad z=\bar\omega+i\gamma.$$

If electrons instead refill the displaced bands up to $E_F$, the blocking edge moves with the phonon. Pairs crossing it carry the response $1/(z-x)$ and add $N/(z-x)$, which cancels the pole. At $2E_F=\bar\omega$, the full calculation gives $|R|=3.26$ eV with fixed occupations and 0.66 eV with relaxed ones.

Fixed occupations are appropriate when the phonon oscillates faster than the carriers relax and its wave vector is negligible. With the damping used here, a frozen-phonon calculation that refills the bands at each displacement loses the enhancement, even at the correct laser frequency. Unless $\Omega\ll\gamma$, the phonon energy must also be kept: here $\Omega=4\gamma$, and it lowers $|R|$ at the midpoint from 3.26 to 2.03 eV.

These magnitudes belong to the independent-electron model. They also depend strongly on temperature and damping. With Fermi occupations at $k_BT=0.026$ eV, the peak falls from 8.0 to 5.1 and the rise between 0.30 and 0.75 eV falls from 6.8 to 4.7. At that temperature the peak is 3.5 for $\gamma=0.1$ eV and 2.1 for $\gamma=0.2$ eV. Doping-dependent damping, screening and electron–hole attraction could change its height and shape further. The numerical output gives the remaining values.

## Table of computed values

```
hopping t: 3 eV
laser photon energy: 1.6 eV
phonon energy: 0.2 eV
scattered photon energy: 1.4 eV
mean photon energy: 1.5 eV
damping: 0.05 eV
largest relative error, Floquet test: 0.001911
resonant weight N at mean energy, band model: -0.1382 eV^2
resonant weight N at mean energy, law: -0.1343 eV^2
neutral low-frequency R over -i*z/2: 1.011
R from pairs below mean energy: 0.567 +1.197i eV
R from pairs above mean energy: -0.549 -1.950i eV
R neutral, sum of both: 0.018 -0.753i eV
|R| below: 1.325 eV
|R| above: 2.025 eV
|R| neutral: 0.7527 eV
cosine of phase between below and above: -0.986
leading log estimate of R at 2E_F = mean: 0.000 -1.487i eV
three-point contrast, full: -0.272 -1.514i eV
three-point contrast, log formula: 0.000 -1.459i eV
relative G intensity at E_F = 0.00 eV: 1
relative G intensity at E_F = 0.30 eV: 1.065
relative G intensity at E_F = 0.50 eV: 1.082
relative G intensity at E_F = 0.60 eV: 1.159
relative G intensity at E_F = 0.70 eV: 3.865
relative G intensity at E_F = 0.75 eV: 7.24
relative G intensity at E_F = 0.80 eV: 7.176
relative G intensity at E_F = 0.90 eV: 1.372
relative G intensity at E_F = 1.00 eV: 0.5129
relative G intensity at E_F = 1.20 eV: 0.09429
2E_F at the intensity maximum: 1.56 eV
relative intensity at the maximum: 8.037
zero-phonon-energy R, fixed occupations: -0.671 -3.186i eV
edge term from relaxing occupations: 0.169 +2.764i eV
zero-phonon-energy R, relaxed occupations: -0.502 -0.422i eV
|R| fixed: 3.256 eV
|R| relaxed: 0.6558 eV
static interband derivative at E_F = 0.02 eV: 10.94 e^2/eV
static interband derivative at E_F = 0.30 eV: 0.7253 e^2/eV
static interband derivative at E_F = 0.60 eV: 0.3573 e^2/eV
static interband derivative at E_F = 0.75 eV: 0.2827 e^2/eV
static interband derivative at E_F = 0.90 eV: 0.2323 e^2/eV
E_F times static derivative at 0.02 eV: 0.2188 e^2
low-doping law 11/(16 pi): 0.2188 e^2
```
